# Diagonalizing a soft-Coulomb atom with one cavity mode in two forms

## Definitions and conventions

Atomic units are used, with electron charge $-1$. An electron moves on a line in the field of a fixed nucleus,

$$V(x)=-\frac{1}{\sqrt{x^2+1}},$$

with softening length 1 bohr. Spin, cavity losses and all but one cavity mode are left out. The mode has frequency $\omega$ and canonical variables $Q,P$ with $[Q,P]=i$. Its field is taken as uniform across the atom (the dipole approximation), with vector potential

$$A=\frac{\lambda}{\omega}P ,$$

where a factor $1/c$ is absorbed in $A$. The free mode obeys $\dot P=-\omega^2Q$, so its electric field is $-\dot A=\lambda\omega Q$. Equating the field energy $(\lambda\omega Q)^2\mathcal V/8\pi$ in a volume $\mathcal V$ to $\omega^2Q^2/2$ gives $\lambda^2=4\pi/\mathcal V$.

For charge $-1$ the kinetic momentum is $p+A$. The velocity form of the Pauli-Fierz Hamiltonian is

$$H_V=\tfrac12\left(p+\tfrac{\lambda}{\omega}P\right)^2+V(x)+\tfrac12\left(P^2+\omega^2Q^2\right).$$

To reach the length form, take $U=e^{i\theta xP}$ with $\theta=\lambda/\omega$. Since $[x,p]=i$ and $[P,Q]=-i$,

$$\frac{d}{d\theta}UpU^\dagger=iU[xP,p]U^\dagger=-P,\qquad
\frac{d}{d\theta}UQU^\dagger=iU[xP,Q]U^\dagger=x .$$

Hence $p\to p-\lambda P/\omega$ and $Q\to Q+\lambda x/\omega$, while $x$ and $P$ are unchanged:

$$H_L=\tfrac12p^2+V(x)+\tfrac12P^2+\tfrac12\omega^2\left(Q+\tfrac{\lambda x}{\omega}\right)^2 .$$

Expanding the last square gives the coupling $\lambda\omega Qx$ and the self-energy $\lambda^2x^2/2$. Because $iP=\partial_Q$, the transformation is a shear of the wave function,

$$\psi_L(x,Q)=\psi_V\left(x,Q+\tfrac{\lambda x}{\omega}\right).$$

The two forms have the same spectrum in the complete space. A finite basis need not preserve this.

## Two electron points and two photon states

Place the electron at $x=\pm d$, so that the spacing is $h=2d$, and let its wave function vanish at $\pm3d$. Keep the photon states $|0\rangle$ and $|1\rangle$. The three-point formula for the kinetic energy is

$$(Tu)_j=\frac{2u_j-u_{j+1}-u_{j-1}}{2h^2}.$$

The even and odd electron states,

$$|s\rangle=\frac{|{+}\rangle+|{-}\rangle}{\sqrt2},\qquad |a\rangle=\frac{|{+}\rangle-|{-}\rangle}{\sqrt2},$$

have energies $c\mp\Delta/2$, where $c=1/h^2+V(d)$ and $\Delta=1/h^2=1/(4d^2)$.

In the length form $x|s\rangle=d|a\rangle$ and $\langle1|Q|0\rangle=1/\sqrt{2\omega}$. The coupling changes both parities together, so $|s,0\rangle$ mixes with $|a,1\rangle$ alone:

$$H_L=\begin{pmatrix}
c-\frac{\Delta}{2}+\frac{\omega}{2}+\frac{\lambda^2d^2}{2} & \lambda d\sqrt{\omega/2}\\
\lambda d\sqrt{\omega/2} & c+\frac{\Delta}{2}+\frac{3\omega}{2}+\frac{\lambda^2d^2}{2}
\end{pmatrix}.$$

In the velocity form the cross term is $pA=(-i\partial_x)(-i\lambda\partial_Q/\omega)=-(\lambda/\omega)\partial_x\partial_Q$, a real matrix. The central difference $(Du)_j=(u_{j+1}-u_{j-1})/2h$ gives $D|s\rangle=-|a\rangle/2h$, and the one-photon part of $\partial_Q|0\rangle$ is $-\sqrt{\omega/2}\,|1\rangle$. The off-diagonal element is therefore

$$-\frac{\lambda}{\omega}\frac{1}{2h}\sqrt{\frac{\omega}{2}}=-\frac{\lambda\Delta d}{\sqrt{2\omega}},$$

because $1/2h=\Delta d$. The diagonal of $P^2$ is $\omega(2n+1)/2$, so $A^2/2$ adds $\lambda^2/4\omega$ to $|s,0\rangle$ and $3\lambda^2/4\omega$ to $|a,1\rangle$:

$$H_V=\begin{pmatrix}
c-\frac{\Delta}{2}+\frac{\omega}{2}+\frac{\lambda^2}{4\omega} & -\lambda\Delta d/\sqrt{2\omega}\\
-\lambda\Delta d/\sqrt{2\omega} & c+\frac{\Delta}{2}+\frac{3\omega}{2}+\frac{3\lambda^2}{4\omega}
\end{pmatrix}.$$

The lower eigenvalue of a $2\times2$ matrix is the mean of its diagonal minus the root of the squared half-gap plus the squared coupling. To order $\lambda^2$, this lowers the upper-left entry by the squared coupling divided by $\omega+\Delta$. The shifts from $c-\Delta/2+\omega/2$ are

$$\delta_L=\frac{\lambda^2d^2}{2}-\frac{\lambda^2d^2\omega}{2(\omega+\Delta)}=\frac{\lambda^2d^2\Delta}{2(\omega+\Delta)},$$

$$\delta_V=\frac{\lambda^2}{4\omega}-\frac{\lambda^2\Delta^2d^2}{2\omega(\omega+\Delta)},$$

and their difference is

$$\delta_V-\delta_L=\frac{\lambda^2}{4\omega}\left(1-2\Delta d^2\right)=\frac{\lambda^2}{8\omega}.$$

One photon suffices at this order, so the disagreement comes from the electron grid. For a complete electron basis, $2\Delta d^2$ is replaced by $2\sum_k\Delta_k|x_{k0}|^2$, where $\Delta_k$ are the atomic excitation energies and $x_{k0}$ the matrix elements from the ground state. That sum equals $\langle[x,[H_{\rm atom},x]]\rangle$. Since $[H_{\rm atom},x]=-ip$ and $[x,-ip]=1$, it equals 1 and the difference vanishes. On two points it is $1/2$.

## Matrices of any size

For a general basis, let $I_x$ and $I_m$ be the electron and mode identities:

$$H_V=\left(\tfrac12p^2+V\right)\otimes I_m+I_x\otimes h_m-\frac{\lambda}{\omega}\,\partial_x\otimes\partial_Q+\frac{\lambda^2}{2\omega^2}I_x\otimes P^2,$$

$$H_L=\left(\tfrac12p^2+V+\tfrac12\lambda^2x^2\right)\otimes I_m+I_x\otimes h_m+\lambda\omega\,x\otimes Q,$$

with $h_m=(P^2+\omega^2Q^2)/2$. There are two choices for the mode.

**Fock basis.** Keep $n=0,\dots,N$. With the lowering operator $b$,

$$Q=\frac{b+b^\dagger}{\sqrt{2\omega}},\qquad \partial_Q=\sqrt{\frac{\omega}{2}}\,(b-b^\dagger).$$

Form $P^2=-\partial_Q^2$ in a larger basis, then cut it to $N+1$ states. Squaring the cut matrix would lose the path from $N$ through $N+1$ and back.

**Grid in $Q$.** Use the functions $s(u)=\sin(\pi u)/\pi u$, with $u=(Q-Q_j)/h_Q$. Differentiating at an integer $u=n\ne0$ gives $s'=(-1)^n/n$ and $s''=-2(-1)^n/n^2$; at $u=0$, $s'=0$ and $s''=-\pi^2/3$. Thus for $i\ne j$

$$(\partial_Q)_{ij}=\frac{(-1)^{i-j}}{h_Q(i-j)},\qquad (P^2)_{ij}=\frac{2(-1)^{i-j}}{h_Q^2(i-j)^2},$$

while $(\partial_Q)_{ii}=0$ and $(P^2)_{ii}=\pi^2/3h_Q^2$. Functions of $Q$ are approximated by diagonal matrices of their values at the grid points. The same sinc matrices can replace the three-point formulas for the electron.

## A reference calculation

Take $\omega=0.4$ hartree and $\lambda=0.2$ atomic units. This is a deliberately strong coupling, corresponding to $\mathcal V=4\pi/0.2^2\approx314$ bohr³ (0.047 nm³). That is a cube of side 6.8 bohr, smaller than the range of $x$ used below, and about $2.5\times10^{-7}$ of a cubed half-wavelength at this frequency. The values are a numerical test of the model, not a real cavity with a field uniform across the atom. Diagonalizing the atom alone in a sinc basis with spacing 0.3 bohr on $|x|\le15$ bohr gives $E_0=-0.669777$ hartree, a first gap of 0.394886 hartree and $\langle x^2\rangle=1.19161$ bohr².

The case $N=0$ can be finished by hand. The velocity form gives

$$E_0+\frac{\omega}{2}+\frac{\lambda^2}{4\omega}=-0.669777+0.2+0.025=-0.444777\ \text{hartree}.$$

In the length form, the uncoupled atomic state gives the upper bound

$$E_0+\frac{\omega}{2}+\frac{\lambda^2\langle x^2\rangle}{2}=-0.469777+0.023832=-0.445945\ \text{hartree}.$$

There is also a lower bound. At each fixed $x$, the mode part of $H_L$ is a displaced oscillator with energy at least $\omega/2$, so $E\ge E_0+\omega/2=-0.469777$ hartree.

With the same electron basis and $N=16$, both forms give a ground energy of $-0.457929$ hartree ($-12.461$ eV) and a first excited energy of $-0.138488$ hartree. The excitation energy is 0.319441 hartree (8.692 eV). The forms differ by at most $3\times10^{-10}$ hartree for these two states.

## Convergence in photon number

A correct Fock cutoff projects the Hamiltonian onto a subspace. By the variational principle, each ordered eigenvalue then falls towards its limit as $N$ grows, for a fixed electron matrix. Errors relative to $N=16$ in the same form, in hartree, are:

| $N$ | Ground, length | Ground, velocity | Excited, length | Excited, velocity |
|---:|---:|---:|---:|---:|
| 1 | 6.5e-4 | 7.2e-4 | 2.4e-2 | 8.4e-3 |
| 2 | 5.7e-5 | 3.9e-5 | 3.6e-3 | 7.7e-4 |
| 4 | 7.6e-7 | 1.1e-7 | 1.6e-4 | 3.2e-6 |
| 6 | 1.8e-8 | 2.9e-10 | 1.1e-5 | 1.1e-8 |

The preferred form depends on frequency. At weak coupling, first-order perturbation theory gives the one-photon amplitudes

$$|c_{k1}^L|=\lambda\sqrt{\frac{\omega}{2}}\frac{|x_{k0}|}{\omega+\Delta_k},\qquad
|c_{k1}^V|=\frac{\lambda}{\sqrt{2\omega}}\frac{\Delta_k|x_{k0}|}{\omega+\Delta_k}.$$

The second uses $|p_{k0}|=\Delta_k|x_{k0}|$, from the commutator above. The ratio of velocity to length amplitude is $\Delta_k/\omega$. At weak coupling the ground state therefore holds fewer photons in the length form for a slow mode, and fewer in the velocity form for a fast mode. This suggests which form is better at a small cutoff. The error at $N=1$ depends on two-photon amplitudes not derived here, so the suggestion is tested numerically, for the ground state at $N=1$ only. With $\lambda=0.2$ and $N=1$, ground-state errors relative to the length form at $N=12$ are:

- at $\omega=0.1$ hartree, $2.2\times10^{-4}$ in length and $1.9\times10^{-2}$ in velocity form;
- at $\omega=1.6$ hartree, $6.7\times10^{-4}$ in length and $1.7\times10^{-5}$ in velocity form, all in hartree.

At $\omega=0.4$ hartree the first-order amplitudes are comparable, yet the velocity form wins at larger $N$. A plausible cause, not proved here, is the shear. At a given $x$ it moves the mean of $Q$ by $-\lambda x/\omega$ in the length form, which by itself costs about $\omega(\lambda x/\omega)^2/2=\lambda^2x^2/2\omega$ photons. In the computed ground state, the mean photon number given the electron at $x=9$ bohr is 2.13 in the length form and 0.31 in the velocity form. The shear estimate alone would give 4.05 photons at this $x$, nearly twice the computed number. It leaves out the mean of $Q$ already present in the velocity form, which has the opposite sign and partly cancels the shear. The electron is rarely there, but the less strongly bound excited state reaches further out.

Squaring the truncated $P$ in the $A^2$ term gives ground-state errors of $-1.2\times10^{-2}$, $-1.6\times10^{-5}$ and $-9.1\times10^{-6}$ hartree for $N=0,1,2$. For $N=1$ and 2 these are smaller in size than the correct truncation errors, but they lie below the limit: the upper bound has been lost.

For the $Q$ grid, the reference is the $N=16$ Fock result on one common electron grid, with spacing 0.2 bohr and walls at $\pm12$ bohr. Ground-state errors in hartree are:

| Step (a.u.) | Half-width (a.u.) | Length | Velocity |
|---:|---:|---:|---:|
| 2.0 | 10.0 | -1.7e-3 | -1.5e-3 |
| 1.5 | 10.5 | -1.3e-5 | -9.8e-6 |
| 1.0 | 4.0 | 1.8e-4 | 2.3e-4 |
| 1.0 | 6.0 | 6.3e-8 | 5.9e-8 |

Negative errors are possible because $Q^2$ is sampled at the points rather than projected, so the matrix gives no upper bound. The projected element does not even exist for a single sinc function, since $\int u^2s(u)^2\,du$ diverges. The bare mode shows the effect by itself: at step 2.0 its lowest level lies $2.6\times10^{-3}$ hartree below $\omega/2$. Step and width must both be converged; refining one does not cure the other.

## Convergence in electron spacing

On a plane wave $e^{ikx}$ the three-point formulas give

$$\frac{1-\cos kh}{h^2}=\frac{k^2}{2}-\frac{h^2k^4}{24}+\cdots,\qquad
\frac{\sin kh}{h}=k-\frac{h^2k^3}{6}+\cdots .$$

First-order perturbation theory then gives

$$\delta E_L=-\frac{h^2}{24}\langle p^4\rangle_L,\qquad
\delta E_V=-\frac{h^2}{24}\langle p^4+4Ap^3\rangle_V .$$

The forms disagree because $p^4$ in the length form corresponds to $(p+A)^4$ in the velocity form, and the second formula contains just the first two terms of that expansion. Expectation values in the sinc reference states give coefficients $-0.00936$ and $-0.00635$ hartree/bohr². At $h=0.1$ bohr they predict errors of $-9.36\times10^{-5}$ and $-6.35\times10^{-5}$ hartree. Direct diagonalization with walls at $\pm12$ bohr gives $-9.37\times10^{-5}$ and $-6.36\times10^{-5}$ hartree.

The disagreement can be removed without refining the grid. Replace the velocity-form kinetic energy by

$$\frac{2-e^{ih(p+A)}-e^{-ih(p+A)}}{2h^2}.$$

The hop from $x_{j+1}$ to $x_j$ now carries $e^{h\theta\partial_Q}$. With $U_j=e^{\theta x_j\partial_Q}$,

$$U_j\,e^{h\theta\partial_Q}\,U_{j+1}^\dagger=e^{\theta(x_j+h-x_{j+1})\partial_Q}=1,$$

which is the plain hop of the length form. The mode term $U_jh_mU_j^\dagger$ equals the displaced oscillator of $H_L$ only in a complete mode basis, so the equality also needs a converged cutoff; $N=16$ is used here. At $h=0.4$ bohr the ordinary forms differ by $4.8\times10^{-4}$ hartree; with this hopping the difference is at rounding level. The common $h^2$ error remains, so agreement between these two versions says nothing about whether the spacing is fine enough.

## Convergence in box size

The shear acts separately at each $x$, so a wall at $x=\pm L$ is the same condition in both forms. To find how its effect decays, take $H_V$ far from the nucleus with electron momentum $k$. The coefficient of $P^2/2$ is $1+\lambda^2/\omega^2=\Omega^2/\omega^2$, where $\Omega=\sqrt{\omega^2+\lambda^2}$. Completing the square in $P$ gives

$$\frac{\Omega^2}{2\omega^2}P^2+\frac{\lambda k}{\omega}P
=\frac{\Omega^2}{2\omega^2}\left(P+\frac{\lambda\omega k}{\Omega^2}\right)^2-\frac{\lambda^2k^2}{2\Omega^2}.$$

The shifted oscillator has frequency $\Omega$. The remaining electron energy is

$$\frac{k^2}{2}\left(1-\frac{\lambda^2}{\Omega^2}\right)=\frac{k^2}{2m},\qquad m=\frac{\Omega^2}{\omega^2}.$$

For a bound state set $k=i\kappa$, so $\kappa=\sqrt{2m(\Omega/2-E)}$. The tail $V\simeq-1/x$ changes the local decay rate to about $\kappa-m/(\kappa x)$, and integration gives $\psi\sim x^{m/\kappa}e^{-\kappa x}$. A wall must cancel $\psi(L,Q)$ for every $Q$. The growing solution $x^{-m/\kappa}e^{\kappa x}$ has $k=-i\kappa$ and hence the opposite shift of $P$, so it cannot do this alone. Growing solutions built on the excited states of the shifted mode are added as well, all with values at the wall proportional to $a(L)=L^{m/\kappa}e^{-\kappa L}$. Let $\phi$ be the boxed state, with energy $E+\delta E$ and $\phi(\pm L,Q)=0$. Integrating $\psi H_L\phi-\phi H_L\psi$ over the box leaves only the boundary terms of $p^2/2$, equal at the two walls:

$$\delta E\int\psi\phi\,dx\,dQ=-\int\psi(L,Q)\,\partial_x\phi(L,Q)\,dQ .$$

The overlap on the left tends to 1. Each factor on the right is $a(L)$ times a function of $Q$ whose shape, apart from the common shear, does not depend on $L$ at large $L$. Hence

$$\delta E\propto L^{2m/\kappa}e^{-2\kappa L}.$$

This holds at large $L$, where the lowest state of the shifted mode dominates the tail.

Here $\Omega=0.447214$ hartree, $m=1.25$ and $\kappa=1.3053$ bohr⁻¹. Between $L=8$ and 10 bohr, the predicted logarithm of the error ratio is

$$-4(1.3053)+\frac{2(1.25)}{1.3053}\ln\frac{10}{8}=-4.79 .$$

Length-form diagonalizations at $h=0.2$ bohr, compared with $L=15$ bohr, give errors of $4.49\times10^{-7}$ and $4.13\times10^{-9}$ hartree. The logarithm of their ratio is $-4.69$, about 2% from the prediction. Using $m=1$ would predict $-4.29$. The velocity-form errors agree with these within 1%.

Enlarging the box also exposes a missing self-energy. Without $\lambda^2x^2/2$, the mode can settle at $Q=-\lambda x/\omega$, where $\omega^2Q^2/2+\lambda\omega Qx=-\lambda^2x^2/2$. The energy then has no lower limit. With $N=60$ and $h=0.4$ bohr, this faulty Hamiltonian gives $-0.98$ hartree at $L=10$ bohr and $-6.31$ hartree at $L=20$ bohr.

## The procedure

1. Make a first choice of form from the ratio of the important atomic gaps to $\omega$, a guide tested here only at $N=1$, and build the matrix with its quadratic term.
2. Find the lowest eigenvalues: by dense diagonalization for small matrices, or by sparse inverse iteration from a shift below the spectrum.
3. Raise $N$ at fixed $h$ and $L$ until the wanted energies settle. For a $Q$ grid, vary its step and width separately.
4. Enlarge $L$ at fixed $h$ until the wanted energies settle, then check $N$ once more: a box that is too small also cuts off the outer region, where the length form needs the most photons.
5. Reduce $h$. With three-point differences, halving $h$ reduces the remaining error about fourfold once the $h^2$ term dominates. In the velocity form the two parts of that term, from $p^4$ and $4Ap^3$, can nearly cancel. This happens for the first excited state here, whose error falls about sevenfold between $h=0.4$ and 0.2 bohr.
6. Repeat in the other form with ordinary differences. A disagreement shows that the photon basis or the electron spacing is not converged, but it is not a bound on the error, because part of the error is common to both. The error from the walls is common to both forms up to a small part that vanishes as $h^2$, since a wall is the same condition in both, so only step 4 tests the box.
